# Measuring Asaro-Tiller-Grinfeld ripple growth rates one Fourier mode at a time

## A regularity in the stopping points

In a set of simulations of a stressed solid surface, each starting from one small ripple of the same slope, a run was stopped if the second harmonic reached one thousandth of the fundamental. At wavenumbers 0.65, 0.75 and 0.85 (in units defined below) the ripple had by then grown by factors of 7.75, 11.25 and 14.75. Equal steps in wavenumber give equal steps in permitted growth, although the growth rate itself rises and then falls over this range.

The regularity reflects the equal starting slopes and the way the harmonic arises: the fundamental forces it from the start, at second order in amplitude. A growth rate is therefore fitted while the harmonic is still small. The derivation below gives the rate, the harmonic and the stopping law.

## Model and units

An isotropic, linearly elastic solid fills $y<h(x,t)$ and carries a uniform in-plane stress $\sigma_0$ when flat. Its surface evolves by surface diffusion with constant surface energy $\gamma$ and mobility $M$. Surface stress, wetting forces and deposition are left out. For a misfitting film, the film and substrate have equal elastic constants and the surface stays inside the film.

**Elastic energy at the surface.** Let $E$ be Young's modulus, $\nu$ Poisson's ratio, $e$ the fixed elastic strain along $z$, and $\sigma_t$ the tangential stress at the free surface. Hooke's law along $z$, $e=(\sigma_{zz}-\nu\sigma_t)/E$, gives $\sigma_{zz}=\nu\sigma_t+Ee$. The tangential strain is then

$$\varepsilon_t=\frac{\sigma_t-\nu\sigma_{zz}}{E}=\frac{(1-\nu^2)\sigma_t}{E}-\nu e .$$

In the energy density the terms in $\nu e\sigma_t$ cancel:

$$W=\tfrac12(\sigma_t\varepsilon_t+\sigma_{zz}e)=\frac{1-\nu^2}{2E}\sigma_t^2+\frac{Ee^2}{2}.$$

The last term is constant and drives no diffusion. For equal biaxial strain, setting $\varepsilon_t=e$ gives $(1-\nu^2)\sigma_0=(1+\nu)Ee$, so $\sigma_0=Ee/(1-\nu)$.

**Chemical potential.** When $h$ changes by $\delta h$, the elastic energy changes by $\int W\,\delta h\,dx$ from the added material, plus $\int\sigma_{ij}\,\delta\varepsilon_{ij}\,dV$ from relaxation. In equilibrium the second integral equals the work of the boundary tractions. It vanishes because the surface is traction-free, the remote strain is fixed, and the periodic sides cancel. The surface energy $\gamma\int\sqrt{1+h_x^2}\,dx$ contributes, after integration by parts,

$$-\gamma\,\partial_x\frac{h_x}{\sqrt{1+h_x^2}}=\gamma\kappa,\qquad \kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}} .$$

Hence $\mu=W+\gamma\kappa$ per unit volume.

**Transport.** The surface flux is $-M\partial_s\mu$, with $s$ here the arc length, so the normal velocity is $M\partial_s^2\mu$. Since $h_t=\sqrt{1+h_x^2}\,v_n$ and $\partial_s=(1+h_x^2)^{-1/2}\partial_x$,

$$h_t=M\,\partial_x\!\left[\frac{\partial_x\mu}{\sqrt{1+h_x^2}}\right].$$

**Scaling.** Define

$$k_c=\frac{2(1-\nu^2)\sigma_0^2}{E\gamma}.$$

Lengths are measured in $1/k_c$, times in $1/(M\gamma k_c^4)$, stresses in $\sigma_0$ and $\mu$ in $\gamma k_c$. Because $(1-\nu^2)\sigma_0^2/(2E)=\gamma k_c/4$, the scaled potential is $\mu=\kappa+\sigma_t^2/4$, up to a constant, and $M=\gamma=1$.

## The elastic problem

Write the Airy function as $U=y^2/2+\varphi$, with $\sigma_{xx}=U_{yy}$, $\sigma_{yy}=U_{xx}$ and $\sigma_{xy}=-U_{xy}$. The surface normal is proportional to $(-h_x,1)$, so the traction components are proportional to

$$-h_xU_{yy}-U_{xy}=-\frac{d}{dx}U_y(x,h),\qquad h_xU_{xy}+U_{xx}=\frac{d}{dx}U_x(x,h).$$

A free surface thus requires $U_x$ and $U_y$ to be constant along it. For an even surface $U_x$ is odd, so its constant is zero:

$$\varphi_x=0,\qquad \varphi_y=-h+c\qquad\text{on }y=h.$$

The perturbation is expanded as

$$\varphi=\sum_n (A_n+B_ny)e^{q_ny}\cos q_nx,\qquad q_n=nk.$$

Each term has Laplacian $2q_nB_ne^{q_ny}\cos q_nx$, which is harmonic, so each term is biharmonic and decays into the solid. The normal stress vanishes at the surface, so the tangential stress equals the trace, $\sigma_t=1+\nabla^2\varphi$.

## First order: the growth rate

Let $h=a_1\cos kx$. At first order the conditions apply at $y=0$. The condition $\varphi_x=0$ gives $A=0$, and $\varphi_y=-h$ gives $B=-a_1$:

$$\varphi_1=-a_1ye^{ky}\cos kx,\qquad \sigma_t=1-2ka_1\cos kx .$$

Crests are relaxed and troughs are more highly stressed. The change in $\sigma_t^2/4$ is $-ka_1\cos kx$ and the curvature is $k^2a_1\cos kx$, so $\mu_1=(k^2-k)a_1\cos kx$. Then $h_t=\partial_x^2\mu_1=-k^2\mu_1$, and

$$s(k)=k^3-k^4,\qquad\text{or}\qquad s=M\gamma(k_ck^3-k^4)$$

with dimensions restored. From here on $s$ denotes this rate. Without stress $k_c=0$, and every ripple decays as $-M\gamma k^4$. With stress, ripples with $k<k_c$ grow. In scaled units $ds/dk=3k^2-4k^3$ vanishes at $k=3/4$, where $s=27/64-81/256=27/256$.

## Second order: the forced harmonic

The conditions are now expanded about $y=0$ to order $a_1^2$. From $\varphi_1$, at $y=0$,

$$\varphi_{1,xy}=ka_1\sin kx,\qquad \varphi_{1,yy}=-2ka_1\cos kx .$$

The second-order function therefore obeys

$$\varphi_{2,x}=-h\varphi_{1,xy}=-\tfrac12ka_1^2\sin2kx,$$

$$\varphi_{2,y}=c_2-h\varphi_{1,yy}=\text{constant}+ka_1^2\cos2kx .$$

With $\varphi_2=(A+By)e^{2ky}\cos2kx$, the first condition reads $-2kA=-ka_1^2/2$, so $A=a_1^2/4$. The second reads $2kA+B=ka_1^2$, so $B=ka_1^2/2$.

The second-order tangential stress has two parts. The Laplacian of $\varphi_2$ is $4kB\cos2kx=2k^2a_1^2\cos2kx$. The Laplacian of $\varphi_1$, taken at $y=h$ instead of $y=0$, adds $-2ka_1\cos kx\cdot kh=-k^2a_1^2(1+\cos2kx)$. Their sum is

$$\sigma_2=k^2a_1^2(\cos2kx-1).$$

With $\sigma_1=-2ka_1\cos kx$, the second-order part of $\sigma_t^2/4$ is

$$\frac{2\sigma_2+\sigma_1^2}{4}=\frac{k^2a_1^2}{4}\left[2\cos2kx-2+2+2\cos2kx\right]=k^2a_1^2\cos2kx .$$

The slope corrections in $\kappa$ and in the transport law begin at third order. Applying $\partial_x^2$, which multiplies $\cos2kx$ by $-4k^2$, gives

$$\dot a_2=s(2k)\,a_2-4k^4a_1^2 .$$

For a pure initial mode, $a_1=\varepsilon e^{st}$ and $a_2(0)=0$. Multiplying by $e^{-s(2k)t}$ and integrating yields

$$a_2=-4k^4\varepsilon^2\,\frac{e^{2st}-e^{s(2k)t}}{2s-s(2k)} .$$

The denominator is $2k^3-2k^4-8k^3+16k^4=2k^3(7k-3)$, so

$$a_2=-\frac{2k\varepsilon^2}{7k-3}\left[e^{2st}-e^{s(2k)t}\right].$$

At $k=3/7$ the limit is $-4k^4\varepsilon^2te^{2st}$. The amplitude $a_2$ is negative on both sides of $3/7$, because the bracket changes sign with the denominator. A negative $a_2$ lowers both crest and trough and raises the flanks: crests flatten and troughs sharpen.

## The stopping law

Let $G=e^{st}$ be the gain and $R$ the permitted harmonic ratio. Dividing $|a_2|$ by $a_1=\varepsilon G$ and setting the result equal to $R$ gives

$$G=\frac{R}{2k\varepsilon}(7k-3)+e^{[s(2k)-s(k)]t}.$$

Here $k\varepsilon=10^{-4}$ and $R=10^{-3}$, so the prefactor is 5. At $k=0.65$, 0.75 and 0.85 the last term has decayed to a negligible size, leaving $G=35k-15$, which equals 7.75, 11.25 and 14.75. This is the opening regularity. It depends on the fixed starting slope $k\varepsilon$: at fixed $\varepsilon$ the gain would instead be proportional to $7-3/k$, and the steps would be unequal.

At $k=0.50$ the law gives 2.50 plus a remaining transient. Since $s(2k)=0$ there, the transient is $e^{-0.0625\times16.761}=0.351$, and the sum matches the recorded gain of 2.851.

For $k<3/7$ the harmonic's own exponential outruns $e^{2st}$. At $k=0.25$ the harmonic grows at $s(0.5)=0.0625$ and the fundamental at 0.0117, so the window closes after a gain of only 1.61. Such a long wave offers less growth over which to fit its rate.

At $k=1$ the fundamental is neutral at linear order, and within the window of 60 time units the ratio levels off at $2k\varepsilon/(7k-3)=5\times10^{-5}$. This is far below the bound, so a time limit is needed.

## Algorithm

The box holds one wavelength, which excludes subharmonics. The state is the set of cosine amplitudes $a_1,\dots,a_N$; the mean height is conserved and set to zero. Here $N=8$, with $Q=2N=16$ midpoints on half a wavelength. On these points the cosines, and likewise the sines, with $n\le N$ are orthogonal with squared norm $Q/2$, so projection is a matrix product times $2/Q$.

The Airy series has $K=12$ terms. Using $P_n=q_nA_n$ as the unknown keeps the columns of similar size at small slopes. The two surface conditions become

$$-\sum_n(P_n+q_nhB_n)e^{q_nh}\sin q_nx=0,$$

$$\sum_n\left[P_n+(1+q_nh)B_n\right]e^{q_nh}\cos q_nx-c=-h .$$

These are 32 equations for 25 unknowns, solved by least squares.

```
rate(a):
    h, h_x, h_xx  <- cosine and sine sums
    P, B, c       <- least-squares surface conditions
    d             <- sum 2 q B exp(q h) cos(q x)   # sigma_t - 1
    mu            <- -h_xx/(1+h_x^2)^1.5 + (2 d + d^2)/4
    mu_n          <- cosine projection of mu
    g             <- mu_x / sqrt(1+h_x^2)
    g_n           <- sine projection of g
    return q_n * g_n

measure(k):
    a <- (1e-4/k, 0, ..., 0)
    J <- central differences of rate about the flat surface
    integrate da/dt = rate(a) by implicit Radau, Jacobian J
    stop at |a2/a1| = 1e-3, or |ln(a1/a1(0))| = 3, or t = 60
    sample a1 at 61 uniform times
    return slope of the straight-line fit to ln a1
```

The potential uses $(2d+d^2)/4$ rather than $(1+d)^2/4$; the two differ by a constant, which drives no diffusion. The growth formula appears nowhere in the time stepping; $J$ comes from the discretized equations and serves only to solve the implicit stages.

## Cost and stability

The largest part of a rate evaluation is the dense least-squares solve, whose operation count scales as $QK^2$, hence as $N^3$. The Jacobian takes $2N$ evaluations, once per wavenumber.

The equations are stiff. At $k=1.15$ the eighth mode has $q=9.2$ and rate $9.2^3-9.2^4\approx-6400$. The classical fourth-order Runge-Kutta method is stable on the negative real axis to about 2.8, which limits its step to about $4\times10^{-4}$. The window of 13.15 would then need about 30,000 steps. The implicit method damps these modes without resolving them; a cap of 1 on its step is a precaution, since the samples of $\ln a_1$ are interpolated between steps.

## What the measured rates show

The fitted rates at the eight wavenumbers agree with $k^3-k^4$ to within $3.9\times10^{-8}$ in absolute terms, against a peak rate of 0.1055. The neutral ripple gives zero to the printed digits, and the damped one at $k=1.15$ gives $-0.22813$. Fitting $c_3k^3-c_4k^4$ to the measured rates returns both coefficients as 1.000000. This accuracy refers to the stated continuum model, not to a real surface.

The ingredients were tested separately:

- At $ka_1=0.2$ the traction between collocation points was below $10^{-13}\sigma_0$.
- At the same amplitude, the derivative of the volume-integrated elastic energy agreed with the surface formula, $-0.0943725$ against $-0.0943726$. This supports using $W$ as the elastic part of $\mu$.
- The simulated $a_2$ matched its formula at $k=0.25$, 0.50 and 0.75.
- Going from 8 to 12 modes changed the rate at $k=0.75$ by $9\times10^{-11}$.

## Failure modes

**Fitting too late.** Shifting the surface by half a wavelength changes the sign of $a_1$ but not of $a_2$. The equation for $\dot a_1$ must change sign with it, so its leading nonlinear terms are $a_1^3$ and $a_1a_2$. In a fixed time window both alter $\dot a_1/a_1$ by an amount proportional to $\varepsilon^2$.

At $k=0.50$ and $T=16$, starting values $k\varepsilon=0.005$ and 0.010 biased the slope by $3.62\times10^{-5}$ and $1.461\times10^{-4}$, a ratio of 4.03. The larger bias is 0.23% of the true rate, with a final harmonic ratio of 0.095. These figures belong to this wavenumber and window; $R$ is a control parameter, not a universal error bound.

The quadratic law also offers a remedy. Two runs over the same window, at $\varepsilon$ and $\varepsilon/2$, can be combined as $[4s_{\varepsilon/2}-s_\varepsilon]/3$, which removes the leading bias. With the numbers above the remaining error is $(4\times3.623-14.61)\times10^{-5}/3\approx-4\times10^{-7}$.

**Relative error near $k=1$.** The rate passes through zero there, so a relative tolerance is meaningless. An absolute one should be used.

**Seeding several modes.** On a flat background translation symmetry prevents modes from mixing at first order, and the numerical Jacobian has off-diagonal entries below $10^{-11}$. At second order, however, two seeded modes force their sum and difference wavenumbers. These can coincide with another mode under measurement, which seeding one mode per run avoids.

**Decay into the tolerance.** A damped ripple eventually reaches the absolute tolerance of the integrator, here $10^{-12}$. The limit of three e-folds stopped the run at $k=1.15$ with $a_1\approx4\times10^{-6}$, well above it.

**Steep surfaces.** The Airy series is built from functions that decay from a flat level, yet it is evaluated on a curved surface. Factors $e^{q_nh}$ spread the column sizes as the slope or $K$ grows, and the series need not converge up to a steep surface. The traction check covers $ka_1=0.2$ with 24 terms; steeper shapes need their own check or a boundary-integral solver.

## Conversion to a physical film

Take round model parameters $E=100$ GPa, $\nu=0.25$, misfit strain 0.02, $\gamma=1$ J/m² and $M=10^{-34}$ m⁶/(J s). SI units suit this continuum problem. The stress is $\sigma_0=100\times0.02/0.75=2.67$ GPa, and

$$k_c=\frac{2(0.9375)(2.667\times10^9)^2}{10^{11}\times1}\ \text{m}^{-1}=0.1333\ \text{nm}^{-1}.$$

Ripples longer than $2\pi/k_c=47.1$ nm grow. The peak of the law fitted to the measured rates, at $0.750\,k_c$, corresponds to a wavelength of 62.8 nm. The time unit $1/(M\gamma k_c^4)$ is 31.6 s, so the fastest e-folding time is $31.6/0.1055=300$ s.

Since $k_c$ varies as the square of the misfit, the wavelength varies as its inverse square and the e-folding time as its inverse eighth power. Halving the misfit gives a wavelength four times longer and growth 256 times slower. This scaling holds within the model, at fixed $\gamma$ and $M$ and for a film that stays coherent with its substrate. In a real film, misfit dislocations can relax the stress, and wetting forces can matter when the film is thin; either changes the wavelength and the rate. At a misfit of 2% the equilibrium critical thickness for misfit dislocations is only a few nanometres, much less than these wavelengths, so the example describes either a very thin film or one that remains coherent only metastably.

The seed $ka_1=10^{-4}$ at the peak is an amplitude of 0.001 nm, smaller than an atom. It is a probe of the linearized continuum equations, not a picture of an initial surface. The complete set of windows, rates and checks is in the numerical output.

## Computed values

```
UNITS: length 1/kc, time 1/(M gamma kc^4)
start k*a1 = 1.0e-04, ratio bound = 1.0e-03
time cap = 60, e-fold cap = 3, modes = 8
k, window T, gain a1(T)/a1(0), |a2/a1| at T, stop
0.25  40.599   1.6093 1.00e-03 harmonic
0.40  16.585   1.8906 1.00e-03 harmonic
0.50  16.761   2.8508 1.00e-03 harmonic
0.65  21.304   7.7500 1.00e-03 harmonic
0.75  22.949  11.2500 1.00e-03 harmonic
0.85  29.215  14.7500 1.00e-03 harmonic
1.00  60.000   1.0000 5.00e-05 time cap
1.15  13.150   0.0498 1.97e-06 e-folds
k, fitted s, theory s, max residual of ln a1
0.25 +0.0117188 +0.0117188 1.7e-08
0.40 +0.0384000 +0.0384000 3.2e-08
0.50 +0.0625000 +0.0625000 8.5e-08
0.65 +0.0961188 +0.0961187 3.7e-07
0.75 +0.1054688 +0.1054688 4.9e-07
0.85 +0.0921188 +0.0921188 3.8e-07
1.00 -0.0000000 +0.0000000 1.2e-09
1.15 -0.2281313 -0.2281312 6.4e-08
largest rate error = 3.9e-08
k, simulated a2(T), predicted a2(T)
0.25 -6.43704e-07 -6.43703e-07
0.50 -5.70156e-07 -5.70155e-07
0.75 -1.50000e-06 -1.49999e-06
bias test at k = 0.50, T = 16: start k*a1, s bias, |a2/a1|
0.005 +3.623e-05 0.0471
0.010 +1.461e-04 0.0948
bias ratio for doubled amplitude = 4.033
rate change with 12 modes = 8.9e-11
traction residual at k*a1 = 0.2: 8.4e-14 sigma0
dE/da volume, surface = -0.0943725, -0.0943726
largest linear mode mixing = 3.4e-12
fitted c3 = 1.000000, c4 = 1.000000
peak k = 0.75000, peak s = 0.105469
E = 100 GPa, nu = 0.25, misfit = 0.02
gamma = 1.0 J/m^2, M = 1.0e-34 m^6/(J s)
sigma0 = 2.6667 GPa
kc = 0.13333 1/nm, time unit = 31.641 s
neutral wavelength = 47.12 nm
fastest wavelength = 62.83 nm
fastest e-folding time = 300.0 s
```
